# Finding E_nu from the continuous principal quantum number: test program

```python
"""Continuous principal quantum number and the search for E_nu.

Result under test: for the regular radial solution phi_l(E,r) in a sphere of
radius s, with D = s phi'(s)/phi(s) and n = l + 1 + (nodes inside the sphere),
    P(E) = n + 1/2 - arctan(D)/pi
is continuous and strictly increasing, so each P > l+1 fixes one energy E_nu,
which is found by bracketing on the node count and on D.

Rydberg atomic units: -u'' + [l(l+1)/r^2 + V - E] u = 0, u = r phi.
Model potential: V(r) = -(2 Z/r) exp(-r/a).
The integration uses x = ln r and w = u/sqrt(r); v denotes dw/dx.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import simpson, solve_ivp
from scipy.interpolate import CubicHermiteSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_jacobi, spherical_jn

CHARGE, SCREEN, RADIUS = 28.0, 0.4, 2.5
R_START, STEPS = 1.0e-6, 4000
ENERGY_TOL = 1.0e-10
RY_EV = constants.value("Rydberg constant times hc in eV")

x_half = np.linspace(math.log(R_START), math.log(RADIUS), 2 * STEPS + 1)
r_half = np.exp(x_half)
x_mesh, r_mesh = x_half[::2], r_half[::2]
h = x_mesh[1] - x_mesh[0]


def potential(r, charge=CHARGE):
    return -2.0 * charge * np.exp(-r / SCREEN) / r


def integrate(energy, l, charge=CHARGE):
    """Outward fourth-order Runge-Kutta integration of w'' = q w."""
    q = (l + 0.5)**2 + r_half**2 * (potential(r_half, charge) - energy)
    q0, qm, q1 = q[:-2:2], q[1::2], q[2::2]

    def column(w, v):
        k1w, k1v = v, q0 * w
        k2w, k2v = v + h / 2 * k1v, qm * (w + h / 2 * k1w)
        k3w, k3v = v + h / 2 * k2v, qm * (w + h / 2 * k2w)
        k4w, k4v = v + h * k3v, q1 * (w + h * k3w)
        return (w + h / 6 * (k1w + 2 * k2w + 2 * k3w + k4w),
                v + h / 6 * (k1v + 2 * k2v + 2 * k3v + k4v))

    t11, t21 = column(1.0, 0.0)
    t12, t22 = column(0.0, 1.0)
    c = charge * R_START / (l + 1)
    w, v = 1.0, l + 0.5 - c / (1.0 - c)
    ws, vs = [w], [v]
    for a, b, d, e in zip(t11.tolist(), t12.tolist(),
                          t21.tolist(), t22.tolist()):
        w, v = a * w + b * v, d * w + e * v
        ws.append(w)
        vs.append(v)
    return np.array(ws), np.array(vs)


def boundary(energy, l, charge=CHARGE):
    """Node count, D, P and dP/dE at the sphere."""
    w, v = integrate(energy, l, charge)
    nodes = int(np.count_nonzero(w[:-1] * w[1:] < 0))
    radial_slope = v[-1] - 0.5 * w[-1]
    D = radial_slope / w[-1]
    P = nodes + l + 1 + 0.5 - math.atan(D) / math.pi
    norm = simpson(r_mesh**2 * w**2, dx=h)
    return nodes, D, P, norm / (math.pi * (w[-1]**2 + radial_slope**2))


def log_derivative(P):
    fraction = P - math.floor(P)
    return math.inf if fraction == 0 else 1.0 / math.tan(math.pi * fraction)


def find_enu(P_target, l, charge=CHARGE, newton=True, trace=None):
    """Bracket on (nodes, D), then safeguarded Newton steps in P."""
    assert P_target > l + 1
    nodes_target = math.floor(P_target) - l - 1
    D_target = log_derivative(P_target)

    def evaluate(energy, stage):
        nodes, D, P, slope = boundary(energy, l, charge)
        if trace is not None:
            trace.append((stage, energy, nodes, D, P))
        low = nodes < nodes_target or (nodes == nodes_target and D > D_target)
        return low, P, slope

    edge, width = 0.0, 1.0
    direction = 1 if evaluate(edge, "bracket")[0] else -1
    while True:
        new = edge + direction * width
        if evaluate(new, "bracket")[0] == (direction < 0):
            break
        edge, width = new, 2 * width
    lo, hi = sorted((edge, new))
    energy, last = 0.5 * (lo + hi), hi - lo
    for _ in range(200):
        low, P, slope = evaluate(energy, "refine")
        if low:
            lo = energy
        else:
            hi = energy
        step = (P_target - P) / slope
        if newton and abs(step) < ENERGY_TOL:
            return energy + step
        inside = lo < energy + step < hi
        if not (newton and inside and abs(step) <= 0.5 * last):
            step = 0.5 * (lo + hi) - energy
        energy, last = energy + step, abs(step)
        if last < ENERGY_TOL:
            return energy
    raise RuntimeError("search for E_nu did not converge")


def sphere_levels(l, D, size=50):
    """Levels at fixed D from a polynomial basis; infinite D means phi(s)=0."""
    y, weight = np.polynomial.legendre.leggauss(200)
    r, weight = RADIUS * (y + 1) / 2, weight * RADIUS / 2
    y = y[:, None]
    j = np.arange(size)[None, :]
    hard = 0 if math.isfinite(D) else 1
    al, be = 2 * hard, 2 * l + 2
    poly = eval_jacobi(j, al, be, y)
    dpoly = (j > 0) * (j + al + be + 1) / 2 * eval_jacobi(
        np.maximum(j - 1, 0), al + 1, be + 1, y)
    front = (1 + y)**(l + 1) * (1 - y)**hard
    dfront = (l + 1) * (1 + y)**l * (1 - y)**hard - hard * (1 + y)**(l + 1)
    basis = front * poly
    dbasis = (dfront * poly + front * dpoly) * 2 / RADIUS
    v_eff = l * (l + 1) / r**2 + potential(r)
    overlap = basis.T @ (weight[:, None] * basis)
    ham = (dbasis.T @ (weight[:, None] * dbasis)
           + basis.T @ ((weight * v_eff)[:, None] * basis))
    if not hard:
        ham = ham - (D + 1) / RADIUS * 4.0**(l + 1)
    return eigh((ham + ham.T) / 2, overlap, eigvals_only=True)


def phase_P(energy, l):
    """P from the phase equation, without any counting of nodes."""
    def rate(x, th):
        r = math.exp(x)
        big_q = l * (l + 1) + r * r * (potential(r) - energy)
        sn, cs = math.sin(th[0]), math.cos(th[0])
        return [cs * cs + sn * cs - big_q * sn * sn]
    c = CHARGE * R_START / (l + 1)
    start = math.atan2(1.0, l - c / (1 - c))
    sol = solve_ivp(rate, (x_mesh[0], x_mesh[-1]), [start], method="DOP853",
                    rtol=1e-10, atol=1e-12)
    return l + 1 + sol.y[0, -1] / math.pi


def outer_node(energy, l):
    """Radius of the outermost node and its predicted energy derivative."""
    w, v = integrate(energy, l)
    i = np.flatnonzero(w[:-1] * w[1:] < 0)[-1]
    piece = CubicHermiteSpline(x_mesh[i:i + 2], w[i:i + 2], v[i:i + 2])
    xn = brentq(piece, x_mesh[i], x_mesh[i + 1], xtol=1e-14)
    rn = math.exp(xn)
    part = simpson((r_mesh**2 * w**2)[:i + 1], dx=h)
    return rn, -rn * part / float(piece(xn, 1))**2


# Free particle: P from spherical Bessel functions, and the limit E -> 0.
for l in range(4):
    for energy in (0.5, 6.0, 20.0):
        ks = math.sqrt(energy) * RADIUS
        D_bessel = ks * spherical_jn(l, ks, True) / spherical_jn(l, ks)
        values = spherical_jn(l, np.linspace(0.01, ks, 3000))
        zeros = np.count_nonzero(values[:-1] * values[1:] < 0)
        P_bessel = zeros + l + 1.5 - math.atan(D_bessel) / math.pi
        assert abs(boundary(energy, l, 0.0)[2] - P_bessel) < 1e-6
    P_zero = l + 1.5 - math.atan(l) / math.pi
    assert abs(boundary(1e-6, l, 0.0)[2] - P_zero) < 1e-5

# P grows strictly with energy and agrees with the phase equation.
scan = np.linspace(-8.0, 8.0, 161)
for l in range(4):
    data = [boundary(e, l) for e in scan]
    assert np.all(np.diff([d[2] for d in data]) > 0)
    if l == 0:
        assert np.any(np.diff([d[1] for d in data]) > 0)
    for energy in (-3.0, 0.3, 5.0):
        assert abs(boundary(energy, l)[2] - phase_P(energy, l)) < 1e-6

# Low-energy limit: D = s sqrt(-E) - 1 up to small potential terms.
E_deep = -2000.0
nodes_deep, D_deep, P_deep, _ = boundary(E_deep, 0)
D_limit = RADIUS * math.sqrt(-E_deep) - 1
assert nodes_deep == 0 and abs(D_deep / D_limit - 1) < 2e-3

print(f"model: Z = {CHARGE:.0f}, a = {SCREEN} bohr, s = {RADIUS} bohr")
print(f"mesh: {STEPS} steps from r = {R_START:.0e} bohr, "
      f"energy tolerance {ENERGY_TOL:.0e} Ry")
print(f"E = {E_deep:.0f} Ry, l=0: D = {D_deep:.3f}, "
      f"s*sqrt(-E)-1 = {D_limit:.3f}, P = {P_deep:.5f}")

# The four valence channels.
targets = {0: 4.65, 1: 4.40, 2: 3.85, 3: 4.15}
enu, traces, worst = {}, {}, 0.0
print("channels: l, P, D, nodes, E_nu (Ry), E_nu (eV), dP/dE (1/Ry)")
for l, P in targets.items():
    traces[l], slow = [], []
    enu[l] = find_enu(P, l, trace=traces[l])
    E_bisect = find_enu(P, l, newton=False, trace=slow)
    assert abs(enu[l] - E_bisect) < 1e-9
    nodes, D, P_found, slope = boundary(enu[l], l)
    assert nodes == math.floor(P) - l - 1 and abs(P_found - P) < 1e-8
    reference = sphere_levels(l, log_derivative(P))[nodes]
    worst = max(worst, abs(enu[l] - reference))
    d = 1e-4
    numeric = (boundary(enu[l] + d, l)[2] - boundary(enu[l] - d, l)[2]) / (2*d)
    assert abs(numeric / slope - 1) < 1e-4
    print(f"  {l}  {P:.2f}  {D:9.5f}  {nodes}  {enu[l]:11.7f}"
          f"  {enu[l] * RY_EV:10.5f}  {slope:.5f}")
    print(f"     radial integrations: {len(traces[l])} with Newton steps, "
          f"{len(slow)} with bisection only")
assert worst < 1e-6
print(f"largest deviation from diagonalization: {worst:.1e} Ry")

print("search for l=2: stage, E (Ry), nodes, D, P")
for stage, energy, nodes, D, P in traces[2][:18]:
    print(f"  {stage:7s} {energy:13.9f}  {nodes}  {D:11.6f}  {P:.9f}")

# One value of D, many energies: the node count selects the branch.
D_shared = log_derivative(targets[0])
levels = sphere_levels(0, D_shared)
print(f"l=0 energies sharing D = {D_shared:.5f}: P, nodes, E (Ry)")
for k in range(5):
    P = k + 1 + targets[0] - math.floor(targets[0])
    energy = find_enu(P, 0)
    assert abs(energy - levels[k]) < 1e-6
    print(f"  {P:.2f}  {k}  {energy:12.6f}")

# Landmarks of the d channel, and the passage through the pole of D.
print("l=2 landmarks: condition, P, E (Ry)")
for name, D in (("D=l", 2.0), ("D=0", 0.0), ("D=-l-1", -3.0),
                ("phi(s)=0", -math.inf)):
    P = 3.5 - math.atan(D) / math.pi
    energy = find_enu(P, 2)
    E_top = sphere_levels(2, D)[0]
    assert abs(energy - E_top) < 1e-6
    print(f"  {name:8s}  {P:.5f}  {energy:10.6f}")
d = 1e-4
below, at, above = (boundary(E_top + t, 2) for t in (-d, 0.0, d))
assert below[0] == 0 and above[0] == 1 and below[1] < 0 < above[1]
assert abs((above[2] - below[2]) / (2 * d * at[3]) - 1) < 1e-3
print(f"across phi(s)=0 by +-{d:.0e} Ry: D {below[1]:.1f} -> {above[1]:.1f}, "
      f"P {below[2]:.7f} -> {above[2]:.7f}")

# Nodes move inward as the energy rises.
node, node_rate = outer_node(enu[0], 0)
d = 0.01
node_numeric = (outer_node(enu[0] + d, 0)[0]
                - outer_node(enu[0] - d, 0)[0]) / (2 * d)
assert node_rate < 0 and abs(node_numeric / node_rate - 1) < 1e-3
print(f"outermost s node: r = {node:.5f} bohr, "
      f"dr/dE = {node_rate:.5f} bohr/Ry (difference {node_numeric:.5f})")

# Core level: P rises by one within an interval too narrow to resolve.
core = find_enu(1.5, 0)
assert abs(core - sphere_levels(0, 0.0)[0]) < 1e-6
assert abs(find_enu(1.2, 0) - find_enu(1.8, 0)) < 1e-9
d = 1e-6
P_below, P_above = boundary(core - d, 0)[2], boundary(core + d, 0)[2]
assert abs(P_above - P_below - 1) < 1e-6
print(f"1s core level for P = 1.5: E = {core:.6f} Ry")
print(f"  P at E-{d:.0e} Ry: {P_below:.6f}, at E+{d:.0e} Ry: {P_above:.6f}")

# Response to the potential at fixed P: expectation value of dV/dZ.
for l in (0, 2):
    w, _ = integrate(enu[l], l)
    density = r_mesh**2 * w**2
    expectation = (simpson(density * potential(r_mesh, 1.0), dx=h)
                   / simpson(density, dx=h))
    d = 0.01
    response = (find_enu(targets[l], l, CHARGE + d)
                - find_enu(targets[l], l, CHARGE - d)) / (2 * d)
    assert abs(response / expectation - 1) < 1e-3
    print(f"l={l}, fixed P: dE_nu/dZ = {response:.6f} Ry, "
          f"expectation of dV/dZ = {expectation:.6f} Ry")
new_charge = CHARGE + 0.5
E_float = find_enu(targets[2], 2, new_charge)
frozen = boundary(enu[2], 2, new_charge)
print(f"Z = {new_charge}: l=2 E_nu at fixed P = {E_float:.6f} Ry")
print(f"  at the old energy instead: nodes = {frozen[0]}, "
      f"D = {frozen[1]:.5f}, P = {frozen[2]:.5f}")
print("done: every assertion held")
```

Printed output:

```
model: Z = 28, a = 0.4 bohr, s = 2.5 bohr
mesh: 4000 steps from r = 1e-06 bohr, energy tolerance 1e-10 Ry
E = -2000 Ry, l=0: D = 110.803, s*sqrt(-E)-1 = 110.803, P = 1.00287
channels: l, P, D, nodes, E_nu (Ry), E_nu (eV), dP/dE (1/Ry)
  0  4.65   -0.50953  3    0.2877880     3.91555  0.53173
     radial integrations: 7 with Newton steps, 35 with bisection only
  1  4.40    0.32492  2    0.3837994     5.22186  0.43681
     radial integrations: 7 with Newton steps, 35 with bisection only
  2  3.85   -1.96261  0   -0.7744011   -10.53626  12.16143
     radial integrations: 9 with Newton steps, 35 with bisection only
  3  4.15    1.96261  0    1.1945122    16.25217  0.05717
     radial integrations: 9 with Newton steps, 37 with bisection only
largest deviation from diagonalization: 2.6e-10 Ry
search for l=2: stage, E (Ry), nodes, D, P
  bracket   0.000000000  1     2.087460  4.142204479
  bracket  -1.000000000  0     2.320332  3.129526274
  refine   -0.500000000  1     2.823091  4.108362489
  refine   -0.750000000  0  -386.457941  3.999176342
  refine   -0.802038135  0     0.466185  3.361143250
  refine   -0.776019068  0    -1.681056  3.829183905
  refine   -0.774487528  0    -1.946648  3.848945945
  refine   -0.774401373  0    -1.962563  3.849996860
  refine   -0.774401115  0    -1.962611  3.850000000
l=0 energies sharing D = -0.50953: P, nodes, E (Ry)
  1.65  0   -652.875748
  2.65  1    -87.682851
  3.65  2     -8.426376
  4.65  3      0.287788
  5.65  4      5.813922
l=2 landmarks: condition, P, E (Ry)
  D=l       3.14758   -0.910235
  D=0       3.50000   -0.792835
  D=-l-1    3.89758   -0.769836
  phi(s)=0  4.00000   -0.749711
across phi(s)=0 by +-1e-04 Ry: D -1122.6 -> 1127.8, P 3.9997165 -> 4.0002822
outermost s node: r = 0.84308 bohr, dr/dE = -0.01892 bohr/Ry (difference -0.01892)
1s core level for P = 1.5: E = -652.875748 Ry
  P at E-1e-06 Ry: 1.005062, at E+1e-06 Ry: 2.005062
l=0, fixed P: dE_nu/dZ = -0.115129 Ry, expectation of dV/dZ = -0.115129 Ry
l=2, fixed P: dE_nu/dZ = -1.301707 Ry, expectation of dV/dZ = -1.301708 Ry
Z = 28.5: l=2 E_nu at fixed P = -1.459608 Ry
  at the old energy instead: nodes = 1, D = 2.67108, P = 4.11403
done: every assertion held
```
